# Joule heating of a lumped wire under current and voltage bias

## The question

A narrow metal line on an insulating layer carries a current. It is treated as a lumped body with one uniform temperature $T$, surroundings at $T_0$, and temperature rise $\theta=T-T_0$. Three properties are given.

- The resistance is $R(\theta)=R_0(1+\alpha\theta)$, with $\alpha>0$ and $R_0$ the resistance at $T_0$.
- The heat lost per unit time is $G\theta$, with $G$ constant.
- The heat capacity $C$ is constant, and $\tau=C/G$.

Thermal expansion is neglected, so the resistance changes through the resistivity alone.

For numerical work, use a model line of length $L=20$ µm, width 100 nm and thickness 50 nm. Its resistivity is $\rho_0=5\times10^{-8}$ Ω m at $T_0=300$ K, and $\alpha=0.002$ K⁻¹. The heat loss per unit length is $g=1$ W/(m K), and the heat capacity per unit volume is $2.5\times10^{6}$ J/(m³ K). These are round parameters, not those of a particular metal.

## (a) Constant current

**Find the steady temperature rise at constant current $I$, and the current $I_c$ at which it diverges. What happens to the steady solution at and above $I_c$? Evaluate $I_c$, and find the current that gives a rise of 200 K.**

*Answer.* The stored heat changes by the Joule power minus the loss:

$$C\frac{d\theta}{dt}=I^2R_0(1+\alpha\theta)-G\theta .\qquad(1)$$

In a steady state the left side vanishes. Collecting the terms in $\theta$ gives

$$I^2R_0=(G-\alpha R_0I^2)\,\theta .\qquad(2)$$

The left side is positive, so a positive rise requires a positive bracket. Then

$$\theta=\frac{I^2R_0}{G-\alpha R_0I^2},$$

which diverges when the bracket goes to zero from above:

$$\boxed{I_c=\sqrt{\frac{G}{\alpha R_0}}}\qquad(3)$$

Heating and loss are both straight lines in $\theta$. The heating line starts higher, at $I^2R_0$, and has slope $\alpha R_0I^2$. The loss line starts at zero and has slope $G$. It can catch up only if it is steeper. At $I_c$ the lines are parallel and the crossing has moved to infinity.

With $x=I/I_c$, equation (3) gives $\alpha R_0I^2=x^2G$. Multiplying the steady rise by $\alpha$ and dividing numerator and denominator by $G$,

$$\alpha\theta=\frac{x^2}{1-x^2}\qquad(x<1).\qquad(4)$$

At $x=1$, equation (2) reads $I^2R_0=0$, which is false, so there is no steady state. For $x>1$, the algebraic solution is $\alpha\theta=-x^2/(x^2-1)<-1$. It makes $R$ negative and must be rejected.

For small $x$, $\alpha\theta\approx x^2$, which is the ordinary result $\theta\approx I^2R_0/G$. Near threshold, $1-x^2=(1-x)(1+x)\approx2(1-x)$, so $\alpha\theta\approx1/[2(1-x)]$.

The cross-section is $A=5\times10^{-15}$ m². Hence

$$R_0=\frac{\rho_0L}{A}=200\ \Omega,\qquad G=gL=20\ \text{µW/K},\qquad \alpha R_0=0.4\ \Omega/\text{K},$$

$$I_c=\sqrt{\frac{20\times10^{-6}}{0.4}}\ \text{A}=7.07\ \text{mA},$$

or a current density of $1.41\times10^{12}$ A/m². Equation (4) gives:

| $I/I_c$ | Steady rise (K) |
|---|---|
| 0.30 | 49.5 |
| 0.60 | 281 |
| 0.90 | 2130 |
| 0.99 | 24600 |

The last two entries are formal. At $0.90\,I_c$ the wire would be at about 2430 K, above the melting points of aluminium and copper, and no metal is solid at the temperature of the last entry. As far as heating is concerned, the limit is therefore a permitted rise, reached well below $I_c$. In a real line that carries direct current for a long time, electromigration (the drift of atoms driven by the current) usually sets a much lower limit, which this model does not contain. Solving (4) for $x^2$ gives $x^2(1+\alpha\theta)=\alpha\theta$, or

$$x^2=\frac{\alpha\theta}{1+\alpha\theta}.\qquad(5)$$

For 200 K, $\alpha\theta=0.4$ and $x=\sqrt{0.4/1.4}=0.535$, so $I=3.78$ mA.

## (b) Time dependence at constant current

**The current is switched on at $t=0$ with $\theta=0$. Find $\theta(t)$ below, at and above $I_c$. At $I=1.1\,I_c$, when does the rise reach 1000 K?**

*Answer.* Divide (1) by $C$. Since $\alpha R_0I^2/C=x^2G/C=x^2/\tau$, it follows that $I^2R_0/C=x^2/(\alpha\tau)$, and

$$\frac{d\theta}{dt}=\frac{x^2}{\alpha\tau}-\frac{1-x^2}{\tau}\,\theta .\qquad(6)$$

This is a linear equation with constant coefficients. For $x\neq1$, the solution that starts from zero is

$$\theta(t)=\frac{x^2}{\alpha(1-x^2)}\left[1-e^{-(1-x^2)t/\tau}\right].$$

Below threshold the exponential decays and the wire settles at (4), with relaxation time $\tau/(1-x^2)$. The approach becomes slower as the threshold is neared. At $x=1$ the second term of (6) is absent, so $\theta=t/(\alpha\tau)$: the wire warms at a constant rate. Above threshold, reversing the signs of both the denominator and the bracket gives

$$\theta(t)=\frac{x^2}{\alpha(x^2-1)}\left[e^{(x^2-1)t/\tau}-1\right],$$

which grows exponentially. The temperature is still finite at every finite time. What diverges at $I_c$ is the steady value.

To find the time, isolate the exponential and take the logarithm:

$$t=\frac{\tau}{x^2-1}\ln\left[1+\alpha\theta\,\frac{x^2-1}{x^2}\right].$$

Here $C=0.25$ pJ/K and $\tau=12.5$ ns. With $x^2=1.21$ and $\alpha\theta=2$,

$$t=\frac{12.5\ \text{ns}}{0.21}\ln\left(1+\frac{2\times0.21}{1.21}\right)=17.7\ \text{ns}.$$

At exactly $I_c$ the warming rate is $1/(\alpha\tau)=40$ K/ns. These times count only the heat stored in the wire. Heat stored in the insulator would slow the warming from a cold start, because the insulator must be warmed too. The effect can be large. For a 100 nm strip on silica (conductivity 1.4 W/(m K)), $g=1$ W/(m K) corresponds to about 1.6 µm of oxide, with a diffusion time near 3 µs. A model of radial heat flow into this oxide gives roughly 90 ns instead of 17.7 ns, and slowest relaxation times near 1 µs for either source. The relaxation in part (e) would then no longer follow a single exponential. A steady state with the same $G$ would not change, since no heat capacity enters it.

## (c) What sets the threshold

**How does $I_c$ depend on the length of the wire and on the ambient temperature, if $g$ and the linear resistivity law stay the same?**

*Answer.* The product in (3) is the slope of the resistance, $\alpha R_0=dR/dT$. Suppose the surroundings are at $T_1$ instead. The same straight line is then written

$$R=R(T_1)\left[1+\alpha_1(T-T_1)\right],\qquad \alpha_1=\frac{1}{R(T_1)}\frac{dR}{dT}.$$

Both $R(T_1)$ and $\alpha_1$ differ from the old values, but their product is still $dR/dT$. The threshold is unchanged. The rise below threshold does change, because $R(T_1)$ replaces $R_0$ in the numerator of the steady solution.

For the length, write $\rho'=d\rho/dT=\alpha\rho_0$. Then $dR/dT=\rho'L/A$ and $G=gL$, so $L$ cancels:

$$I_c=\sqrt{\frac{gL}{\rho'L/A}}=\sqrt{\frac{gA}{\rho'}} .$$

A longer wire produces more heat and loses more heat in the same proportion. This relies on neglecting heat conduction through the ends, which does not scale with $L$, and so needs $L\gg\sqrt{kA/g}$, with $k$ the thermal conductivity of the metal. For $k\approx146$ W/(m K) (Wiedemann–Franz value at $T_0$) this length is 0.86 µm. With ends held at $T_0$ the threshold is then 7.13 mA for $L=20$ µm, 8.0 mA for 5 µm and 11.8 mA for 2 µm.

The numerical output gives thresholds found by time integration of the heat balance, as the current at which warming neither slows nor accelerates. The value is 7.07 mA for the original wire, for an ambient temperature of 350 K, and for a wire three times longer.

## (d) Constant voltage

**The wire is now held at constant voltage $V$. Find the steady rise and show how many steady states there are. What happens to the rise and the current at large $V$? What becomes of a cold wire whose initial current is $1.1\,I_c$?**

*Answer.* The Joule power is now $V^2/R$, so a steady state obeys

$$\frac{V^2}{R_0(1+\alpha\theta)}=G\theta .$$

Multiply by $\alpha(1+\alpha\theta)/G$ and set $y=\alpha\theta$:

$$y(1+y)=\frac{\alpha V^2}{R_0G}.$$

Define $v=V/(I_cR_0)$, the initial current of a cold wire in units of $I_c$. Since $V^2=v^2R_0^2\,G/(\alpha R_0)=v^2R_0G/\alpha$, the right side is $v^2$. The quadratic $y^2+y-v^2=0$ has the roots

$$y=\frac{-1\pm\sqrt{1+4v^2}}{2}.$$

For $v>0$ the lower sign gives $y<-1$ and a negative resistance. One physical root remains:

$$\alpha\theta=\frac{-1+\sqrt{1+4v^2}}{2}.\qquad(7)$$

It is finite for every finite voltage. The reason is that $V^2/R$ falls as the wire warms, while the loss rises from zero. Below the crossing the wire warms, and above it the wire cools, so the steady state is reached from any starting temperature with $R>0$.

At small $v$, $\alpha\theta\approx v^2$, the same as for constant current, because the resistance has hardly changed. At large $v$, $\alpha\theta\approx v$: the rise grows only in proportion to the voltage.

The steady current follows from $I^2R=G\theta$. Multiplying by $\alpha$ and dividing by $G(1+y)$ gives

$$x^2=\frac{I^2}{I_c^2}=\frac{y}{1+y}<1 .\qquad(8)$$

This is relation (5) again. Both types of bias have the same set of steady states, and they differ in which quantity is imposed. Raising $V$ moves the wire along this set, with the current approaching $I_c$ from below. Imposing a current above $I_c$ demands a steady state that does not exist.

For $v=1.1$, $V=1.1\times7.07\ \text{mA}\times200\ \Omega=1.56$ V, and

$$\alpha\theta=\frac{-1+\sqrt{1+4\times1.21}}{2}=0.708,\qquad \theta=354\ \text{K}.$$

The initial current is 7.78 mA, above $I_c$. As the resistance rises, the current falls to 4.55 mA. With the same initial power but a fixed current, the wire of part (b) passed a rise of 1000 K after 17.7 ns and continued to warm.

## (e) One operating point, two sources

**A wire is in a steady state with $I=xI_c$. Compare the relaxation of a small temperature disturbance when the current is fixed and when the voltage is fixed. Compare also the response of $\theta$ to a small change of $I$ or $V$. Evaluate both for $x=0.6$.**

*Answer.* Let $P(\theta)$ be the Joule power and $\delta$ a small disturbance of $\theta$. Expanding the heat balance to first order,

$$C\frac{d\delta}{dt}=\left(\frac{dP}{d\theta}-G\right)\delta .$$

With $dR/d\theta=\alpha R_0$, the two feedback terms are

$$\left.\frac{dP}{d\theta}\right|_I=I^2\alpha R_0=+x^2G,\qquad
\left.\frac{dP}{d\theta}\right|_V=-\frac{V^2}{R^2}\,\alpha R_0=-x^2G,$$

where $V/R=I$ was used. They are equal in size and opposite in sign. The decay rates are therefore

$$\frac{1-x^2}{\tau}\ \text{(fixed current)},\qquad \frac{1+x^2}{\tau}\ \text{(fixed voltage)}.$$

For the response to the source, take the logarithm of (8), $2\ln x=\ln y-\ln(1+y)$, and differentiate:

$$2\,d\ln I=\frac{dy}{y}-\frac{dy}{1+y}=\frac{1}{1+y}\,\frac{dy}{y}
\quad\Rightarrow\quad \frac{d\ln\theta}{d\ln I}=2(1+y).$$

Similarly, $v^2=y(1+y)$ gives

$$2\,d\ln V=\frac{dy}{y}+\frac{dy}{1+y}=\frac{1+2y}{1+y}\,\frac{dy}{y}
\quad\Rightarrow\quad \frac{d\ln\theta}{d\ln V}=\frac{2(1+y)}{1+2y}.$$

Both equal 2 for weak heating. For strong heating the first grows without limit, while the second falls towards 1.

At $x=0.6$, $y=0.36/0.64=0.5625$. The rise is 281 K, the resistance 312.5 Ω, the current 4.24 mA and the voltage 1.33 V. The relaxation times are $12.5/0.64=19.5$ ns at fixed current and $12.5/1.36=9.2$ ns at fixed voltage. The faster rate holds only for a uniform disturbance. A disturbance that warms one part of a long line and cools another leaves the total resistance, and hence the current, unchanged. It decays at nearly the fixed-current rate even at fixed voltage, in about 19 ns for this line. The logarithmic sensitivities are 3.13 and 1.47. For a finite increase of 10%, equations (4) and (7) give a rise of 386 K if the current is increased, and 323 K if the voltage is increased.

## (f) A source with internal resistance

**A source of voltage $V_s$ feeds the wire through a constant resistance $R_s>0$, which does not heat the wire. How many steady states are there, and are they stable? How is the divergence of part (a) recovered?**

*Answer.* The current is $I=V_s/(R+R_s)$, and the power in the wire is $P=V_s^2R/(R+R_s)^2$. The quotient rule gives

$$\frac{dP}{dR}=V_s^2\,\frac{(R+R_s)-2R}{(R+R_s)^3}=I^2\,\frac{R_s-R}{R_s+R}.$$

Multiplying by $dR/d\theta=\alpha R_0$ and using $\alpha R_0I^2=x^2G$,

$$\frac{dP}{d\theta}=x^2G\,\frac{R_s-R}{R_s+R}.$$

The feedback heats the wire further when $R_s>R$ and restrains it when $R_s<R$. The limits $R_s\to\infty$ and $R_s\to0$ reproduce the two cases of part (e).

Relation (8) used only $I^2R=G\theta$, so it holds here too, and $x^2<1$ at any steady state. The fraction is also below 1. Hence $dP/d\theta<G$ wherever $P=G\theta$, and every steady state is stable.

It remains to count them. The difference $P-G\theta$ is positive at $\theta=0$. Since $(R+R_s)^2\ge4RR_s$, the power obeys $P\le V_s^2/(4R_s)$, so the difference is negative at large $\theta$. At least one crossing exists. Every crossing is downward, and two downward crossings of a continuous function would need an upward one between them. There is exactly one steady state.

To recover the divergence, let $s=R_s/R_0$ and choose $V_s$ so that the cold wire starts at $I=jI_c$, that is $V_s=jI_cR_0(1+s)$. In the steady state

$$x=\frac{j(1+s)}{1+y+s}\quad\Rightarrow\quad y=(1+s)\left(\frac{j}{x}-1\right)>(1+s)(j-1),$$

where the inequality uses $x<1$. For $j>1$ the rise therefore stays above a bound that increases linearly with $R_s$, and it diverges in the limit of an ideal current source. For $j=1.1$ the final rise is:

| $R_s/R_0$ | Final rise (K) |
|---|---|
| 0 (fixed voltage) | 354 |
| 1 | 532 |
| 10 | 1490 |
| 100 | 7000 |

A finite steady state in the model is thus no guarantee that the wire survives.

## (g) Limits of the model

**Would the steady rise still diverge at a finite current if the resistance levelled off at high temperature, or if the heat loss grew faster than linearly?**

*Answer.* No, in either case. If $R\le R_{\max}$, the power at fixed current is at most $I^2R_{\max}$. With loss $G\theta$, the steady rise cannot exceed $I^2R_{\max}/G$. If instead $R$ stays linear but the loss grows as a higher power of temperature, as for radiation, the loss overtakes the linear heating at any fixed current, and a finite steady state exists.

In both cases the steady temperature may still lie far above melting. Radiation is of no practical help for this line: even for a black surface it is below $10^{-4}$ of the conduction loss at 1358 K, and the steady rise at $1.1\,I_c$ is about 24000 K. The value of $I_c$ still sets the scale of the current, but strong heating comes earlier: $\alpha\theta=1$ is reached at $0.71\,I_c$ if the linear laws hold that far. The opposite departure is less benign. If the surroundings conduct worse when hot, with conductivity proportional to $1/T$, the loss is $GT_0\ln(T/T_0)$. The steady states at fixed current then end at $0.55\,I_c$, at a finite rise of about 700 K. A wire with cooled ends also departs from the lumped result, since its temperature is not uniform and its loss is not simply $gL\theta$.

## Table of computed values

```
Length 20 um, width 100 nm, thickness 50 nm
Resistivity at ambient: 5.0e-08 ohm m
Relative resistance slope alpha: 0.002 1/K
Ambient temperature: 300 K
Heat loss per length: 1.0 W/(m K)
Heat capacity per volume: 2.5e+06 J/(m^3 K)
Cross-section: 5.0e-15 m^2
Resistance at ambient R0: 200.0 ohm
Resistance slope alpha*R0: 0.400 ohm/K
Heat loss G: 20.0 uW/K
Heat capacity C: 0.250 pJ/K
Thermal time tau: 12.50 ns
Threshold current I_c, formula: 7.0711 mA
Threshold current, from dynamics: 7.0711 mA
Same, ambient 350 K: 7.0711 mA
Same, wire three times longer: 7.0711 mA
Threshold current density: 1.414e+12 A/m^2
Fixed current 0.30 I_c = 2.121 mA: rise 49.5 K
Fixed current 0.60 I_c = 4.243 mA: rise 281.2 K
Fixed current 0.90 I_c = 6.364 mA: rise 2131.6 K
Fixed current 0.99 I_c = 7.000 mA: rise 24625.6 K
Current for a rise of 200 K: 3.780 mA = 0.535 I_c
Common point: current 4.243 mA, voltage 1.3258 V
Common point: resistance 312.5 ohm, rise 281.2 K
Relaxation time there, fixed current: 19.53 ns
Relaxation time there, fixed voltage: 9.19 ns
Sensitivity dln(rise)/dln(I): 3.125 (no unit)
Sensitivity dln(rise)/dln(V): 1.471 (no unit)
Rise after 10% more current: 385.9 K
Rise after 10% more voltage: 323.0 K
Warming rate at exactly I_c: 40.00 K/ns
Cold start at 1.1 I_c: current 7.778 mA, voltage 1.5556 V
Fixed current: time to a rise of 1000 K: 17.74 ns
Fixed voltage: final rise 354.2 K, final current 4.553 mA
Series resistance 1 R0, source 3.11 V: final rise 532 K
Series resistance 10 R0, source 17.11 V: final rise 1491 K
Series resistance 100 R0, source 157.12 V: final rise 7000 K
```
